# Collective Linewidth of Four Phase-Locked Spin-Torque Oscillators: verification in Python

```python
"""
Result under test: N=4 identical oscillators, each with independent white
phase noise and an 8 MHz linewidth, have a 2 MHz collective linewidth when
strong reciprocal coupling locks them in phase.

Symbols: D = phase diffusion constant, <(change of phase)^2> = 2 D t;
linewidth = full width at half maximum in ordinary frequency = D/pi;
K = all-to-all coupling rate, force (K/N) sum_k sin(phi_k-phi_j-lag);
kappa = K cos(lag) = relaxation rate of relative phases;
Z = mean of exp(i phi_j). Internally, time is measured in units of 1/D.
"""
from itertools import combinations_with_replacement
import numpy as np
from scipy.integrate import simpson
from scipy.linalg import expm, lu_factor, lu_solve, null_space
from scipy.optimize import brentq, fsolve

N = 4
width_one = 8.0                         # MHz
D = np.pi * width_one                   # 1/us
kappa_freq = 80.0                       # MHz, kappa/(2 pi)
kappa = 2 * np.pi * kappa_freq / D      # dimensionless kappa/D
gamma_freq = 500.0                      # MHz, amplitude relaxation/(2 pi)
gamma = 2 * np.pi * gamma_freq / D
carrier = 10000.0                       # MHz


def generator(K, cutoff, lag=0.0, charge=1):
    """Backward diffusion generator on permutation-averaged Fourier modes."""
    basis = [n for n in combinations_with_replacement(
        range(-cutoff, cutoff + 1), N) if sum(n) == charge]
    index = {n: i for i, n in enumerate(basis)}
    A = np.zeros((len(basis), len(basis)), dtype=complex)
    for col, n in enumerate(basis):
        A[col, col] -= sum(x * x for x in n)
        for j in range(N):
            for k in range(N):
                if j == k or n[j] == 0:
                    continue
                for sign in (1, -1):
                    m = list(n)
                    m[k] += sign
                    m[j] -= sign
                    row = index.get(tuple(sorted(m)))
                    if row is not None:
                        A[row, col] += (sign * n[j] * K / (2 * N)
                                        * np.exp(-1j * sign * lag))
    return basis, index, A


def stationary_moments(K, grid=48):
    """Fourier moments of the stationary density, with phi_4 set to zero."""
    z = np.exp(2j * np.pi * np.arange(grid) / grid)
    Z = (z[:, None, None] + z[None, :, None] + z[None, None, :] + 1) / N
    density = np.exp(K * N / 2 * (np.abs(Z)**2 - 1))
    F = np.fft.fftn(density).real / density.sum()
    return lambda m: F[m[0] % grid, m[1] % grid, m[2] % grid]


def collective_spectrum(K, cutoff):
    """Return width in MHz, total power <|Z|^2>, and zero-offset spectrum."""
    basis, index, A = generator(K, cutoff)
    moment = stationary_moments(K)
    overlap = np.zeros(len(basis))
    for i, n in enumerate(basis):
        for j in range(N):
            m = list(n)
            m[j] -= 1
            overlap[i] += moment(m) / N
    start = np.zeros(len(basis), dtype=complex)
    start[index[(0, 0, 0, 1)]] = 1
    identity = np.eye(len(basis))

    def spectrum(w):
        return (overlap @ np.linalg.solve(1j * w * identity - A, start)).real

    peak = spectrum(0.0)
    half = brentq(lambda w: spectrum(w) - peak / 2, 0.01, 3.0, xtol=1e-7)
    return 2 * half * D / (2 * np.pi), (overlap @ start).real, peak


def late_diffusion(J, noise):
    """Late variance growth/2 for dx=J x dt + noise of covariance 2*noise*dt."""
    n, t = len(J), 0.01
    block = np.block([[-J, 2 * noise], [np.zeros((n, n)), J.T]])
    E = expm(block * t)
    cov = E[n:, n:].T @ E[:n, n:]
    E = E[n:, n:].T
    for _ in range(13):
        old = cov
        cov = old + E @ old @ E.T
        E = E @ E
        growth = (cov - old) / (2 * t)
        t *= 2
    return growth


def drift_from_links(links):
    """links[j,k] is the rate at which oscillator k pulls oscillator j."""
    return links - np.diag(links.sum(axis=1))


# The generator must leave the independently constructed density stationary.
basis0, _, A0 = generator(5.0, 6, charge=0)
moment0 = stationary_moments(5.0)
flow = np.array([moment0(n) for n in basis0]) @ A0
inside = [i for i, n in enumerate(basis0) if max(abs(x) for x in n) < 6]
assert np.max(np.abs(flow[inside])) < 1e-9

# Full nonlinear spectra, from independent to strongly locked phases.
sweep = []
for ratio in (0.0, 1.0, 2.0, 5.0, 10.0, kappa):
    result = collective_spectrum(ratio, 10 if ratio <= 5 else 16)
    sweep.append((ratio, *result))
widths = np.array([row[1] for row in sweep])
assert abs(widths[0] - width_one) < 1e-5
assert np.all(np.diff(widths[:5]) < 0)
width_locked, power, peak = sweep[-1][1:]
assert abs(width_locked - width_one / N) < 0.002 * width_one / N
coarser = collective_spectrum(kappa, 13)
assert abs(coarser[0] - width_locked) < 1e-3

# Small-relative-phase predictions against the full nonlinear result.
relative_variance = (1 - 1 / N) / kappa
power_linear = np.exp(-relative_variance)
assert abs(power - power_linear) < 0.005
pedestal = 1 - peak / (N * power)
pedestal_linear = (N - 1) / (2 * N**2 * kappa**2)
# The omitted terms are of relative order several times D/kappa.
assert abs(pedestal / pedestal_linear - 1) < 0.4
peak_gain = N**2 * peak
assert abs(peak_gain / (N**3 * power_linear) - 1) < 0.01

# Network rules against propagated covariance matrices.
I = np.eye(N)
all_links = kappa / N * (np.ones((N, N)) - I)
one_way = kappa * np.roll(I, 1, axis=1)
ring = (one_way + one_way.T) / 2
master = np.zeros((N, N))
master[1:, 0] = kappa
network_width = {}
for name, links in (("reciprocal ring", ring), ("one-way ring", one_way),
                    ("master-followers", master)):
    growth = late_diffusion(drift_from_links(links), I)
    assert np.ptp(growth) < 1e-7
    network_width[name] = width_one * growth[0, 0]
assert abs(network_width["reciprocal ring"] - width_one / N) < 1e-6
assert abs(network_width["one-way ring"] - width_one / N) < 1e-6
assert abs(network_width["master-followers"] - width_one) < 1e-6

common = 0.05
correlated = (1 - common) * I + common * np.ones((N, N))
rng = np.random.default_rng(4)
random_links = kappa * rng.uniform(0.2, 1.0, (N, N))
np.fill_diagonal(random_links, 0)
J_random = drift_from_links(random_links)
weights = null_space(J_random.T)[:, 0]
weights /= weights.sum()
growth = late_diffusion(J_random, correlated)
assert np.allclose(growth, weights @ correlated @ weights, atol=1e-7)
common_width = width_one * late_diffusion(
    drift_from_links(all_links), correlated)[0, 0]
assert abs(common_width - width_one * (1 + (N - 1) * common) / N) < 1e-6

# Amplitude noise converted to phase noise, with real diffusive coupling.
nu = 2.0
J_phase = drift_from_links(all_links)
J_full = np.block([[J_phase, nu * gamma * I],
                   [np.zeros((N, N)), J_phase - gamma * I]])
growth = late_diffusion(J_full, np.eye(2 * N) / (1 + nu**2))
amplitude_width = width_one * growth[0, 0]
assert abs(amplitude_width - width_one / N) < 1e-6


def lagged_width(tangent):
    """Linewidth from the slowest eigenvalue at fixed kappa."""
    lag = np.arctan(tangent)
    _, index, A = generator(kappa / np.cos(lag), 16, lag)
    guess = -1 / N - 1j * kappa * tangent * (N - 1) / N * (1 - 1 / kappa)
    factors = lu_factor(A - guess * np.eye(len(A)))
    x = np.zeros(len(A), dtype=complex)
    x[index[(0, 0, 0, 1)]] = 1
    for _ in range(40):
        y = lu_solve(factors, x)
        value = guess + 1 / np.vdot(x, y)
        x = y / np.linalg.norm(y)
    assert np.linalg.norm(A @ x - value * x) < 1e-7
    return -value.real * width_one


lag_width = lagged_width(0.5)
lag_width_large = lagged_width(1.0)
lag_excess = lag_width / (width_one / N) - 1
lag_excess_formula = (N - 1) / N * 0.5**2 / kappa
# The omitted nonlinear terms are of relative order several times D/kappa.
assert abs(lag_excess / lag_excess_formula - 1) < 0.35

# Unequal natural frequencies: solve the actual locked state, then linearize.
detuning_freq = np.array([-15.0, -5.0, 5.0, 15.0])   # MHz
detuning = 2 * np.pi * detuning_freq / D


def detuned_state(tangent):
    lag = np.arctan(tangent)
    K = kappa / np.cos(lag)

    def balance(unknown):
        phase = np.r_[0.0, unknown[:3]]
        difference = phase[None, :] - phase[:, None] - lag
        force = K / N * (np.sin(difference) + np.sin(lag) * I).sum(axis=1)
        return detuning + force - unknown[3]

    guess = np.r_[(detuning[1:] - detuning[0]) / kappa,
                  -kappa * tangent * (N - 1) / N]
    solution = fsolve(balance, guess, xtol=1e-12)
    assert np.max(np.abs(balance(solution))) < 1e-8
    phase = np.r_[0.0, solution[:3]]
    links = K / N * np.cos(phase[None, :] - phase[:, None] - lag)
    np.fill_diagonal(links, 0)
    J = drift_from_links(links)
    assert np.sort(np.linalg.eigvals(J).real)[-2] < -1
    return (width_one * late_diffusion(J, I)[0, 0],
            np.abs(np.exp(1j * phase).mean())**2)


detuned_width, detuned_power = detuned_state(0.0)
detuned_lag_width, _ = detuned_state(0.5)
assert abs(detuned_width - width_one / N) < 1e-6
assert detuned_lag_width > detuned_width


def memory_width(rate):
    """Width if all phase noise has the amplitude relaxation memory time."""
    t = np.linspace(0, 30 / rate, 60001)
    C = np.exp(-rate * (t + np.expm1(-gamma * t) / gamma))

    def spectrum(w):
        return simpson(C * np.cos(w * t), x=t)

    peak_value = spectrum(0.0)
    half = brentq(lambda w: spectrum(w) - peak_value / 2,
                  0.2 * rate, 3 * rate)
    return width_one * half


memory_one, memory_four = memory_width(1.0), memory_width(1 / N)
assert abs(memory_one / memory_four - N) < 0.02
temperature, heating = 300.0, 30.0
heated_width = width_locked * (temperature + heating) / temperature

print(f"Number of oscillators: {N}")
print(f"Free linewidth: {width_one:.3f} MHz")
print(f"Phase diffusion constant D: {D:.4f} 1/us")
print(f"Mean-phase diffusion D/N: {D/N:.4f} 1/us")
print(f"Carrier frequency (rough): {carrier/1000:.1f} GHz")
print(f"Relative-phase relaxation/2pi: {kappa_freq:.1f} MHz")
print(f"Relative-phase relaxation kappa: {kappa*D:.2f} 1/us")
print(f"Ratio kappa/D: {kappa:.3f}")
print("Full nonlinear spectrum, no coupling lag:")
for ratio, width, strength, _ in sweep:
    print(f"  K/D {ratio:5.1f}: width {width:.4f} MHz, |Z|^2 {strength:.4f}")
print(f"Locked collective linewidth: {width_locked:.5f} MHz")
print(f"Locked collective linewidth: {width_locked*1000:.2f} kHz")
print(f"Relative-phase variance (linear): {relative_variance:.5f} rad^2")
print(f"Power factor, linear theory: {power_linear:.5f}")
print(f"Power factor, full theory: {power:.5f}")
print(f"Total power / one oscillator: {N**2*power:.3f}")
print(f"Peak spectrum / one oscillator: {peak_gain:.3f}")
print(f"Pedestal fraction, full theory: {pedestal:.3e}")
print(f"Pedestal fraction, leading formula: {pedestal_linear:.3e}")
for name, width in network_width.items():
    print(f"Linear {name} width: {width:.4f} MHz")
print("Sizes of neglected effects:")
print(f"  Common-noise correlation: {common:.3f}")
print(f"  Width with common noise: {common_width:.4f} MHz")
print(f"  Width, tan(lag)=0.5: {lag_width:.4f} MHz")
print(f"  Lag broadening, full: {100*lag_excess:.3f} %")
print(f"  Lag broadening, formula: {100*lag_excess_formula:.3f} %")
print(f"  Width, tan(lag)=1: {lag_width_large:.4f} MHz")
print(f"  Largest detuning: {max(detuning_freq):.1f} MHz")
print(f"  Detuned width, no lag: {detuned_width:.4f} MHz")
print(f"  Detuned noiseless power factor: {detuned_power:.4f}")
print(f"  Detuned width, tan(lag)=0.5: {detuned_lag_width:.4f} MHz")
print(f"  Amplitude relaxation/2pi: {gamma_freq:.1f} MHz")
print(f"  Amplitude-to-phase factor nu: {nu:.1f}")
print(f"  Linear amplitude-phase width: {amplitude_width:.4f} MHz")
print(f"  One width with noise memory: {memory_one:.4f} MHz")
print(f"  Four-locked width with memory: {memory_four:.4f} MHz")
print(f"  Heating: {heating:.1f} K at {temperature:.1f} K")
print(f"  Width if D scales with temperature: {heated_width:.4f} MHz")
print("ALL CHECKS PASSED")
```

Printed output:

```
Number of oscillators: 4
Free linewidth: 8.000 MHz
Phase diffusion constant D: 25.1327 1/us
Mean-phase diffusion D/N: 6.2832 1/us
Carrier frequency (rough): 10.0 GHz
Relative-phase relaxation/2pi: 80.0 MHz
Relative-phase relaxation kappa: 502.65 1/us
Ratio kappa/D: 20.000
Full nonlinear spectrum, no coupling lag:
  K/D   0.0: width 8.0000 MHz, |Z|^2 0.2500
  K/D   1.0: width 5.3559 MHz, |Z|^2 0.3680
  K/D   2.0: width 3.5792 MHz, |Z|^2 0.5222
  K/D   5.0: width 2.0621 MHz, |Z|^2 0.8225
  K/D  10.0: width 2.0001 MHz, |Z|^2 0.9203
  K/D  20.0: width 2.0000 MHz, |Z|^2 0.9615
Locked collective linewidth: 2.00001 MHz
Locked collective linewidth: 2000.01 kHz
Relative-phase variance (linear): 0.03750 rad^2
Power factor, linear theory: 0.96319
Power factor, full theory: 0.96147
Total power / one oscillator: 15.383
Peak spectrum / one oscillator: 61.517
Pedestal fraction, full theory: 2.779e-04
Pedestal fraction, leading formula: 2.344e-04
Linear reciprocal ring width: 2.0000 MHz
Linear one-way ring width: 2.0000 MHz
Linear master-followers width: 8.0000 MHz
Sizes of neglected effects:
  Common-noise correlation: 0.050
  Width with common noise: 2.3000 MHz
  Width, tan(lag)=0.5: 2.0230 MHz
  Lag broadening, full: 1.149 %
  Lag broadening, formula: 0.938 %
  Width, tan(lag)=1: 2.1038 MHz
  Largest detuning: 15.0 MHz
  Detuned width, no lag: 2.0000 MHz
  Detuned noiseless power factor: 0.9800
  Detuned width, tan(lag)=0.5: 2.0440 MHz
  Amplitude relaxation/2pi: 500.0 MHz
  Amplitude-to-phase factor nu: 2.0
  Linear amplitude-phase width: 2.0000 MHz
  One width with noise memory: 7.9995 MHz
  Four-locked width with memory: 2.0000 MHz
  Heating: 30.0 K at 300.0 K
  Width if D scales with temperature: 2.2000 MHz
ALL CHECKS PASSED
```
